# Read Disturb and Maximum Read Count from an Integrated Switching Hazard

## Definitions and conventions

A ferroelectric capacitor stores one bit as the sign of its polarization. It is read by pulses of fixed polarity. The stored state considered here is the one that their field opposes; the field is too weak to reverse it reliably in one pulse. A reversal caused by such a pulse is a read disturb. The bit is counted as lost at its first reversal, and neither back-switching nor rewriting restores it. One event is assumed to flip the whole bit; a capacitor that loses its polarization gradually, domain by domain, needs a different error criterion.

Let \(S(t)\) be the probability that the bit has survived until time \(t\) after writing, with \(S(0)=1\). The switching hazard \(h(t)\ge 0\) is defined by the statement that a bit which has survived until \(t\) is lost in the next interval \(dt\) with probability \(h(t)\,dt\). It is a conditional rate and has the unit of inverse time.

Fields are counted positive when they drive reversal. The local field is

\[
E(t)=E_b+E_{\rm read}(t), \tag{1}
\]

where \(E_b\) is the imprint field, a constant internal bias. It is positive when it opposes the stored state and negative when it stabilizes it. The read field is the applied voltage divided by the film thickness, so voltage drops in interface layers are neglected. Imprint drift and fatigue during the read sequence are also neglected.

## From hazard to error probability

To survive until \(t+dt\), the bit must survive until \(t\) and then escape reversal during \(dt\):

\[
S(t+dt)=S(t)\,[1-h(t)\,dt]
\quad\Longrightarrow\quad
\frac{dS}{dt}=-h(t)\,S(t). \tag{2}
\]

Dividing by \(S\) and integrating from \(S(0)=1\) gives \(\ln S(t)=-\int_0^t h\,dt'\). If \(H_N\) is the hazard integrated over \(N\) complete read cycles, the probability of loss is

\[
P_N=1-e^{-H_N},\qquad H_N=\int_{N\ \rm cycles}h(t)\,dt. \tag{3}
\]

The integrated hazard is dimensionless and may exceed one, whereas \(P_N\) cannot. The two agree to leading order when \(H_N\ll1\).

Suppose now that the hazard depends on the instantaneous field alone. Identical pulses then produce the same hazard as a function of time within each cycle, and each adds the same amount \(H_1\). Hence

\[
H_N=NH_1,\qquad P_N=1-e^{-NH_1}. \tag{4}
\]

The absence of memory is a separate assumption from the identity of the pulses. Its failure is treated below.

Let \(p\), with \(0<p<1\), be the largest acceptable bit-error probability. The requirement \(P_N\le p\) means \(e^{-NH_1}\ge 1-p\). The logarithm is an increasing function, so \(-NH_1\ge\ln(1-p)\). Multiplication by \(-1\) reverses the inequality, and for \(H_1>0\)

\[
N_{\max}=\left\lfloor\frac{L}{H_1}\right\rfloor,
\qquad L=-\ln(1-p)>0. \tag{5}
\]

The floor appears because the number of pulses is an integer. If \(L<H_1\), the result is zero: one pulse already exceeds the error budget.

For small \(p\) the logarithm can be replaced by \(p\), with a controlled error. Since \(L=\int_0^p du/(1-u)\) and the integrand lies between \(1\) and \(1/(1-p)\),

\[
p\le L\le\frac{p}{1-p}. \tag{6}
\]

Thus \(N_{\max}\approx p/H_1\) when \(p\ll1\) and the resulting number is large enough for the floor to be unimportant.

## The hazard of one trapezoidal pulse

To evaluate \(H_1\), take a switching time that rises steeply as the field falls:

\[
h=\frac1{\tau(E)}=\frac1{\tau_0}
\exp\!\left[-\left(\frac{E_a}{E}\right)^2\right]
\quad(E>0), \tag{7}
\]

and \(h=0\) for \(E\le0\). Here \(E_a\) is an activation field and \(\tau_0\) a time constant. Equations (3)–(5) do not depend on this choice; the formulas of this section do.

The read field rises linearly from zero to \(E_r\) in a time \(t_r\), stays there for \(t_w\), and falls to zero in another \(t_r\). Let \(E_t=E_b+E_r>0\) be the total field on the flat top. On the rising ramp \(E=E_b+E_rt/t_r\), so \(dt=(t_r/E_r)\,dE\). The falling ramp contributes the same amount. What is needed is the integral

\[
G(E)=\int_0^E e^{-E_a^2/y^2}\,dy .
\]

Integration by parts, with \(\frac{d}{dy}e^{-E_a^2/y^2}=\frac{2E_a^2}{y^3}e^{-E_a^2/y^2}\), gives

\[
G(E)=E\,e^{-E_a^2/E^2}-2E_a^2\int_0^E\frac{e^{-E_a^2/y^2}}{y^2}\,dy .
\]

In the last integral put \(u=E_a/y\), so that \(dy/y^2=-du/E_a\). The limits \(y=0\) and \(y=E\) become \(u=\infty\) and \(u=E_a/E\), and the minus sign is absorbed by exchanging them. The integral equals \(\sqrt\pi\,\mathrm{erfc}(E_a/E)/(2E_a)\), and therefore

\[
G(E)=E\,e^{-E_a^2/E^2}-\sqrt\pi\,E_a\,
\mathrm{erfc}\!\left(\frac{E_a}{E}\right)\quad(E>0). \tag{8}
\]

For \(E\le0\), where the hazard vanishes, \(G=0\). Adding the flat top and both ramps,

\[
H_1=\frac{t_w}{\tau_0}e^{-E_a^2/E_t^2}
+\frac{2t_r}{\tau_0E_r}\,[G(E_t)-G(E_b)]. \tag{9}
\]

This also covers a stabilizing imprint, \(E_b<0\): the part of the ramp with \(E<0\) then contributes nothing.

The weight of the ramps follows from the expansion \(\sqrt\pi\,\mathrm{erfc}(x)\approx (e^{-x^2}/x)(1-1/2x^2)\) for large \(x=E_a/E\). The leading terms in (8) cancel and leave \(G(E)\approx (E^3/2E_a^2)\,e^{-E_a^2/E^2}\). If \(G(E_b)\) is negligible, the two ramps together act like an extra flat-top time

\[
t_{\rm extra}\approx\frac{t_rE_t^3}{E_rE_a^2}. \tag{10}
\]

It is much shorter than \(t_r\) when \(E_rE_a^2\gg E_t^3\), which holds for \(E_a\gg E_t\) provided \(E_r\) is comparable to \(E_t\). The hazard is then appreciable only near the top of a ramp. A read field small against the imprint field need not satisfy this condition.

## Sensitivity to imprint and choice of read field

When the flat top dominates and the floor is ignored, (5) and (9) give

\[
\ln N_{\max}\approx\ln\frac{L\tau_0}{t_w}+\frac{E_a^2}{E_t^2},
\qquad
\frac{d\ln N_{\max}}{dE_b}\approx-\frac{2E_a^2}{E_t^3}. \tag{11}
\]

The negative sign means that an imprint field opposing the stored state reduces the permitted number of reads. The same imprint field stabilizes the opposite state, which would therefore permit more reads under pulses of equal strength and reversed polarity.

For a required number \(N\) of reads, the first relation can be solved for the field:

\[
E_t\approx\frac{E_a}{\sqrt{\ln[Nt_w/(\tau_0L)]}},
\qquad E_r=E_t-E_b, \tag{12}
\]

provided the argument of the logarithm exceeds one. The required number of reads enters through the root of a logarithm, so a modest reduction of the field buys many reads.

## A worked example

Take round model parameters: \(E_a=4.5\) MV/cm, \(\tau_0=1\) ns, \(t_w=100\) ns, \(t_r=20\) ns, \(E_r=0.80\) MV/cm, \(E_b=0.05\) MV/cm and \(p=10^{-6}\). In a 10 nm film this read field corresponds to 0.80 V.

On the flat top \(E_t=0.85\) MV/cm and \((E_a/E_t)^2=28.03\). The hazard there is \(e^{-28.03}/(1\ {\rm ns})=6.73\times10^{-13}\) per ns, and 100 ns of it contribute \(6.726\times10^{-11}\). The ramps add \(4.8\times10^{-13}\), equivalent to 0.72 ns of flat top; estimate (10) gives 0.76 ns. The sum is \(H_1=6.774\times10^{-11}\), so that

\[
N_{\max}=\left\lfloor\frac{1.0000005\times10^{-6}}
{6.7741\times10^{-11}}\right\rfloor=14\,762 .
\]

The integer belongs to the stated parameters; as a prediction it deserves far fewer digits. By (11), a relative change \(\delta\) in \(E_a\) changes \(\ln N_{\max}\) by about \(2(E_a/E_t)^2\delta\approx56\,\delta\). An error of 1% in \(E_a\) therefore changes the limit by a factor of about \(e^{0.56}\approx1.8\).

The limit corresponds to about 1.5 ms of accumulated flat-top time. The mean time to loss under a constant field \(E_t\) is the inverse hazard, about \(1.5\times10^{12}\) ns or 1500 s. The difference reflects the small error budget: when lifetimes are distributed exponentially, a fraction \(10^{-6}\) of the bits has failed after a time equal to \(10^{-6}\) times the mean lifetime.

Without imprint, \(H_1\) falls to \(1.825\times10^{-12}\) and the limit rises to about \(5.5\times10^5\) pulses. An imprint field of one sixteenth of the read field thus costs a factor of 37. The slope at \(E_b=0.05\) MV/cm is \(-66.0\) cm/MV, and (11) gives \(-65.9\) cm/MV. Extending this slope over the whole 0.05 MV/cm would give a factor of only \(e^{3.3}\approx27\), because the slope is steeper at smaller total field.

For \(10^{10}\) reads at the same \(p\), the argument of the logarithm in (12) is \(10^{10}\times100/10^{-6}=10^{18}\). Its logarithm is 41.4, so \(E_t\approx4.5/\sqrt{41.4}\approx0.699\) MV/cm and \(E_r\approx0.649\) MV/cm, or 0.649 V. The full pulse formula gives the same value to three digits. Lowering the read field by 19% raises the permitted number of reads by a factor of about \(7\times10^5\). This factor, like the factor of 37 for the imprint, rests on the exponent 2 assumed in (7). With exponent 1 and the same hazard at 0.85 MV/cm (\(E_a=23.8\) MV/cm), the same reduction of the field gains only about \(4\times10^2\), and the imprint costs a factor of about 6. The field dependence must therefore be known for the cell in question. Whether the reduced signal can still be sensed is a separate requirement.

Between pulses the field is \(E_b\), and the exponent in (7) is 8100. The contribution of this law at rest is negligible, but that does not establish unlimited retention: other loss mechanisms may act at rest. If they have a constant hazard \(r\) and the rest time per cycle is \(t_0\), the memoryless result becomes

\[
N_{\max}=\left\lfloor\frac{L}{H_1+rt_0}\right\rfloor. \tag{13}
\]

For \(rt_0\gg H_1\), the total rest time \(Nt_0\) cannot exceed \(L/r\), and it comes close to this value when many cycles are allowed. The bit is then limited by retention rather than by reading.

## When the cell remembers earlier pulses

A cell may become easier or harder to switch as stress accumulates. Define the dose \(\Lambda(t)=\int_0^t dt'/\tau(E(t'))\), and let \(\Lambda_1\) be its value for one pulse, given by the right-hand side of (9). A simple hazard with memory is

\[
h=\frac{\beta\Lambda^{\beta-1}}{\tau(E)}
=\frac{d}{dt}\Lambda^\beta,\qquad \beta>0. \tag{14}
\]

The second form follows from \(d\Lambda/dt=1/\tau(E)\). If the dose is kept between pulses, it equals \(N\Lambda_1\) after \(N\) of them, and integration of (14) gives

\[
H_N=(N\Lambda_1)^\beta,\qquad
N_{\rm kept}=\left\lfloor\frac{L^{1/\beta}}{\Lambda_1}\right\rfloor. \tag{15}
\]

The \(n\)th pulse contributes \(\Lambda_1^\beta[n^\beta-(n-1)^\beta]\). This decreases with \(n\) for \(\beta<1\) and increases for \(\beta>1\), although the pulses are identical. If instead the dose is erased after every pulse, each pulse repeats the first:

\[
H_N=N\Lambda_1^\beta,\qquad
N_{\rm erased}=\left\lfloor\frac{L}{\Lambda_1^\beta}\right\rfloor. \tag{16}
\]

Both results reduce to (5) at \(\beta=1\). Apart from the floors, \(N_{\rm erased}=(N_{\rm kept})^\beta\). When the limits are well above one pulse, erasure therefore helps for \(\beta>1\) and harms for \(\beta<1\); for limits of a few pulses the floors can make the two integers equal. In the latter case a fresh cell has the highest hazard at a given field, and each erasure makes the cell fresh again.

With the example's dose, \(\beta=0.8\) gives 466 pulses if the dose is kept and 136 if it is erased. For \(\beta=1.25\) the numbers are about \(2.3\times10^5\) and \(5.1\times10^6\). All these cases have the same survival probability \(e^{-1}\) after a constant field has acted for a time \(\tau(E)\). Knowledge of that characteristic time alone therefore does not fix the read limit at \(p=10^{-6}\); the early part of the lifetime distribution is needed, and so is the knowledge of whether the dose is kept between pulses.

These laws were tested at a stronger read field, 1.40 MV/cm, where losses are frequent enough to follow pulse by pulse. The survival probabilities of many small time steps were multiplied, without use of the integrated formulas. For \(p=0.30\), \(L=0.357\) and \(\Lambda_1=6.687\times10^{-3}\), so (5) predicts \(\lfloor53.3\rfloor=53\) pulses, which is the number counted. With the dose kept, the counts for \(\beta=0.8\) and \(1.25\) were 41 and 65, as (15) predicts. Over 100 pulses, the largest absolute deviation in \(P_N\) in these three runs (\(\beta=0.8\), \(1\) and \(1.25\), without erasure) was \(1.8\times10^{-7}\) at a time step of 0.02 ns. This is a discretization error: it is \(2\times10^{-6}\) at 0.1 ns and \(1.1\times10^{-7}\) at 0.01 ns, while the counts stay the same.

## Variation of imprint between cells

Return to the memoryless law, and let each cell have its own constant \(E_b\), and hence its own \(H_1\). With angle brackets for the average over cells, the expected fraction lost is

\[
P_N=1-\langle e^{-NH_1}\rangle. \tag{17}
\]

Put \(x=NH_1\) and \(m=\langle x\rangle\). The convex function \(e^{-x}\) lies on or above its tangent at \(m\), so \(e^{-x}\ge e^{-m}[1-(x-m)]\). Averaging removes the linear term and gives \(\langle e^{-x}\rangle\ge e^{-m}\). Hence

\[
P_N\le1-e^{-N\langle H_1\rangle},\qquad
N_{\rm safe}=\left\lfloor\frac{L}{\langle H_1\rangle}\right\rfloor. \tag{18}
\]

This number guarantees \(P_N\le p\) within the model, though the true maximum may be larger. The average must be taken over the hazard. Inserting the average imprint field into \(H_1\) is a different operation.

For a Gaussian spread of standard deviation \(\sigma\), the difference can be estimated from the flat-top term. Let \(\delta\) be the deviation of \(E_b\) from its mean, and let \(E_t\) refer to the mean cell. To second order in \(\delta\), the logarithm of \(H_1\) changes by \(s\delta-c\delta^2/2\), with \(s=2E_a^2/E_t^3\) and \(c=6E_a^2/E_t^4\). Completing the square in the Gaussian average gives

\[
\frac{\langle H_1\rangle}{H_1(\langle E_b\rangle)}\approx
\frac{1}{\sqrt{1+c\sigma^2}}
\exp\!\left[\frac{s^2\sigma^2}{2(1+c\sigma^2)}\right]. \tag{19}
\]

With \(\sigma=0.02\) MV/cm, \(s\sigma=1.32\) and \(c\sigma^2=0.093\), so (19) gives 2.12. The average of the full pulse formula gives 2.14. Cells with larger opposing imprint gain more hazard than cells on the other side of the mean lose. For the flat-top term this holds when \(s^2>c\), that is \((E_a/E_t)^2>3/2\), which is amply met here.

The mean dose is \(1.447\times10^{-10}\) per pulse, and the safe limit falls to about 6900 pulses. Before the floor is taken, \(L/\langle H_1\rangle=6912.01\), while (17) reaches \(p\) at \(N=6912.02\), so the bound costs almost nothing here. If the single-cell limit of 14 762 pulses were used instead, the population error would be \(2.1\times10^{-6}\), about twice the chosen probability.

## Computed results

```
Activation field: 4.50 MV/cm
Time constant tau_0: 1.0 ns
Flat-top time: 100 ns
Time of each ramp: 20 ns
Film thickness: 10 nm
Read field: 0.80 MV/cm
Read voltage: 0.80 V
Imprint field: 0.05 MV/cm
Total field on flat top: 0.85 MV/cm
Chosen bit-error probability p: 1.0e-06
L = -ln(1-p): 1.0000005e-06
Exponent (E_a/E)^2 on flat top: 28.0277
Exponent (E_a/E)^2 at rest: 8100
Flat-top hazard: 6.7256e-13 per ns
Flat-top part of H_1: 6.7256e-11
Ramp part of H_1: 4.8480e-13
H_1 with imprint: 6.7741e-11
H_1 without imprint: 1.8250e-12
N_max with imprint: 14762 pulses
N_max without imprint: 547939 pulses
Ratio of H_1 with/without imprint: 37.12
Slope d ln N/dE_b, full pulse: -65.972 cm/MV
Slope d ln N/dE_b, flat-top estimate: -65.947 cm/MV
N_max, beta=0.8, dose kept: 466 pulses
N_max, beta=0.8, dose erased: 1.3600e+02 pulses
N_max, beta=1.25, dose kept: 233963 pulses
N_max, beta=1.25, dose erased: 5.1456e+06 pulses
Target cycle number: 1.0e+10 pulses
Largest read field for target: 0.6489 MV/cm
Flat-top estimate of that field: 0.6490 MV/cm
Largest read voltage for target: 0.6489 V
Imprint standard deviation: 0.02 MV/cm
Mean H_1 over cells: 1.4468e-10
Mean H_1 / H_1 of average cell: 2.136
Safe N for the population: 6912 pulses
Population error at safe N: 9.99997e-07
Population error at single-cell N_max: 2.1357e-06
Strong-field test, read field: 1.40 MV/cm
Strong-field test, dose per pulse: 6.68701e-03
Strong-field test, error probability: 0.30
Counted N_max in test, beta=0.8: 41 pulses
Counted N_max in test, beta=1.0: 53 pulses
Counted N_max in test, beta=1.25: 65 pulses
Largest test deviation in P_N: 1.8e-07
```
